# Memory window of a ferroelectric transistor: polarization-limited and coercivity-limited regimes, part 1

(Sections cited here and not found follow in the second part.)

## A film that faces no charge

Take a ferroelectric film of thickness $t$ in the gate of a transistor, and suppose that the channel turns on when the displacement $D$ through the film is zero. Let $P$ be the switchable polarization and $\varepsilon=\varepsilon_0\varepsilon_F$ the permittivity of the remaining, linear response. The field $E_F$ in the film obeys $D=\varepsilon E_F+P$, so $D=0$ gives

$$E_F=-\frac{P}{\varepsilon}.$$

The two remanent states $P=\pm P_r$ then carry film voltages $\mp P_rt/\varepsilon$ at turn-on. If nothing else in the gate differs between them, the threshold voltages differ by

$$MW=\frac{2P_rt}{\varepsilon}.$$

This is the polarization-limited memory window. It assumes that the polarization survives its own depolarization field $P_r/\varepsilon$. With a sharp coercive field $E_c$, that requires $P_r\le\varepsilon E_c$. If $P_r$ is larger, parts of the film switch back until the field has dropped to $E_c$. The film voltages are then $\mp E_ct$, and

$$MW=2E_ct,$$

whatever the value of $P_r$. The two expressions meet at $P_r=\varepsilon E_c$, the largest polarization the film can hold without compensating charge.

For $t=10$ nm, $\varepsilon_F=30$ and $E_c=1$ MV/cm, $\varepsilon E_c=2.656$ µC/cm². A film with $P_r=1.5$ µC/cm² has the window $2(1.5/2.656)(1\ \text{V})=1.13$ V. One with $P_r=20$ µC/cm² would have 15.1 V by the frozen formula, but 2 V once back-switching is admitted.

A real channel needs some charge to turn on, and the write must actually produce $P_r$. Both points change the result.

## The complete gate stack

The stack is metal, ferroelectric, interlayer (thickness $t_I$, permittivity $\varepsilon_I$) and p-type silicon. Fields and displacement are positive from gate to silicon. The treatment is one-dimensional and quasi-static, without leakage and, for now, without charge at the ferroelectric/interlayer boundary. Gauss's law makes $D$ the same in both layers:

$$D=\varepsilon E_F+P=\varepsilon_IE_I=-Q_s,$$

where $Q_s$ is the silicon charge per area. With $C_F=\varepsilon/t$ and $C_I=\varepsilon_I/t_I$, the layer voltages are

$$E_It_I=\frac{D}{C_I},\qquad E_Ft=\frac{(D-P)t}{\varepsilon}=\frac{D-P}{C_F}.$$

Adding the surface potential $\psi_s$ and the flat-band voltage $V_{FB}$ gives

$$V_G=V_{FB}+\psi_s+\frac{D}{C_I}+\frac{D-P}{C_F}. \tag{1}$$

The silicon supplies a second relation between $D$ and $\psi_s$. Let $x$ point into the silicon, with $\psi=0$ in the bulk. Poisson's equation is $\psi''=-\rho/\varepsilon_s$. Multiplying by $\psi'$ turns the left side into $\tfrac12(\psi'^2)'$. Integration from the bulk, where $\psi'=0$, to the surface gives

$$D^2=(\varepsilon_s\psi'_s)^2=-2\varepsilon_s\int_0^{\psi_s}\rho\,d\psi .$$

For fully ionized acceptors of density $N_A\gg n_i$ and Boltzmann carriers,

$$\rho=q\left[N_A(e^{-\psi/v}-1)-\frac{n_i^2}{N_A}(e^{\psi/v}-1)\right],\qquad v=\frac{kT}{q}.$$

The two integrals needed are, with $y=\psi_s/v$,

$$\int_0^{\psi_s}(e^{-\psi/v}-1)d\psi=-v(e^{-y}+y-1),\qquad \int_0^{\psi_s}(e^{\psi/v}-1)d\psi=v(e^{y}-y-1).$$

Since $qv=kT$,

$$D^2=2\varepsilon_skTN_A\left[e^{-y}+y-1+\frac{n_i^2}{N_A^2}(e^y-y-1)\right], \tag{2}$$

and $D$ has the sign of $\psi_s$.

Define threshold by a surface electron density equal to $N_A$. The density is $(n_i^2/N_A)e^y$, so $e^y=(N_A/n_i)^2$ and $\psi_{th}=2v\ln(N_A/n_i)$. In (2), the second group becomes 1 and cancels the $-1$ of the first, apart from terms of order $y(n_i/N_A)^2$. Hence

$$D_{th}\simeq\sqrt{2\varepsilon_skTN_A\,\psi_{th}/v}=\sqrt{2\varepsilon_sqN_A\psi_{th}}.$$

At 300 K, with $N_A=3\times10^{17}$ cm$^{-3}$ and $n_i=10^{10}$ cm$^{-3}$, $\psi_{th}=0.890$ V and $D_{th}=0.298$ µC/cm².

## Frozen states

The window must be tied to a reading procedure. After a positive write, the gate voltage falls until the channel reaches threshold. After a negative write, it rises until the channel does so. The window is the difference between these first-passage thresholds.

At threshold, (1) gives for a polarization $P$

$$V_T(P)=V_{FB}+\psi_{th}+\frac{D_{th}}{C_I}+\frac{D_{th}-P}{C_F}.$$

Only the last term depends on the stored state. If the states are $\pm P_r$,

$$MW=V_T(-P_r)-V_T(P_r)=\frac{D_{th}+P_r}{C_F}-\frac{D_{th}-P_r}{C_F}=\frac{2P_r}{C_F}=\frac{2P_rt}{\varepsilon}. \tag{3}$$

Flat band, doping and interlayer cancel from the difference, though they shift both thresholds. Quantization of the inversion layer, treated as a common shift of $\psi_{th}$ at fixed $D_{th}$, cancels too.

The states are frozen if the film field stays within $\pm E_c$ on the way to threshold. At fixed $P$, $E_F=(D-P)/\varepsilon$ follows $D$ monotonically. After a positive write $D$ falls, so the most negative field occurs at threshold; after a negative write $D$ rises, and the most positive field occurs there. It is enough to require

$$\frac{D_{th}-P_r}{\varepsilon}\ge-E_c,\qquad \frac{D_{th}+P_r}{\varepsilon}\le E_c.$$

Together these read $P_r+|D_{th}|\le\varepsilon E_c$, in a form that also covers negative $D_{th}$.

For $P_r=1.5$ µC/cm² and a 1 nm interlayer with $C_I=3.453$ µF/cm², set $V_{FB}=0$. The low threshold is

$$0.890+\frac{0.298}{3.453}+\frac{0.298-1.5}{2.656}=0.524\ \text{V},$$

and replacing $-1.5$ by $+1.5$ gives 1.653 V. The film fields are $-0.453$ and $0.677$ MV/cm, both inside the coercive limits. Their unequal size comes from $D_{th}$.

## Back-switching and the crossover

Now let the film consist of many grains, each with polarization $\pm P_r$ and the same coercive field $E_c$. All grains feel the same mean field $E_F$, so the major loop is square. Suppose that after a positive write the field falls below $-E_c$ and some grains reverse, lowering $P$ by $\delta$ at fixed $V_G$. Rewrite (1) as

$$V_G-V_{FB}+\frac{P}{C_F}=\psi_s+\frac{D}{C_I}+\frac{D}{C_F}.$$

The left side drops by $\delta/C_F$. The slope of the right side with respect to $D$ exceeds $1/C_F$, because $\psi_s$ increases with $D$. Therefore $D$ drops by less than $\delta$, and $E_F=(D-P)/\varepsilon$ rises. Reversal relieves the field and stops at $E_F=-E_c$. By the same argument, the negative state is held at $+E_c$.

The polarizations left at threshold follow from $P=D_{th}-\varepsilon E_F$:

$$P_{up}=\varepsilon E_c+D_{th},\qquad P_{down}=-(\varepsilon E_c-D_{th}).$$

For the numbers above these are $2.954$ and $-2.359$ µC/cm². In a film with $P_r=20$ µC/cm², most of the remanent polarization has therefore gone by the time the channel reaches threshold.

Each film voltage at threshold is set either by the frozen polarization or by the coercive field, whichever gives the smaller magnitude. For saturating writes and $|D_{th}|\le\varepsilon E_c$,

$$MW=t\left[\min\left(E_c,\frac{P_r-D_{th}}{\varepsilon}\right)+\min\left(E_c,\frac{P_r+D_{th}}{\varepsilon}\right)\right]. \tag{4}$$

Equation (4) in fact holds up to $D_{th}=\varepsilon E_c+P_r$. Beyond that, the field needed for threshold switches the negative state fully positive, the window is zero, and (4) does not apply.

For $D_{th}\ge0$, (4) has three parts:

- For $P_r\le\varepsilon E_c-D_{th}$, both states are frozen and $MW=2P_rt/\varepsilon$.
- For $\varepsilon E_c-D_{th}\le P_r\le\varepsilon E_c+D_{th}$, the negative state is pinned and the positive one frozen: $MW=t[E_c+(P_r-D_{th})/\varepsilon]$.
- For $P_r\ge\varepsilon E_c+D_{th}$, both are pinned and $MW=2E_ct$.

The slope against $P_r$ is $2t/\varepsilon$, then $t/\varepsilon$, then zero. The crossover is centred on $P_r=\varepsilon E_c$ and has half-width $|D_{th}|$; here it runs from 2.359 to 2.954 µC/cm². At its centre the window is $2E_ct-D_{th}t/\varepsilon=2.000-0.112=1.888$ V.

A numerical gate-voltage sweep of such a grain ensemble, in series with the interlayer and the silicon charge (2), tests this law:

| $P_r$ (µC/cm²) | Sweep (V) | Eq. (4) (V) | Eq. (3) (V) |
|---:|---:|---:|---:|
| 1.5 | 1.129 | 1.129 | 1.129 |
| 2.656 | 1.887 | 1.888 | 2.000 |
| 5 | 1.998 | 2.000 | 3.765 |
| 20 | 1.989 | 2.000 | 15.059 |

The small deficit in the last row is consistent with finite grains: each reversal carries the field slightly inside $\pm E_c$, by an amount proportional to the polarization per grain.

With $P_r$ held at 1.5 µC/cm², a 3 nm interlayer leaves the swept window at 1.129 V, and a 20 nm ferroelectric doubles it to 2.259 V.

## Grains with different coercive fields

Let $E_c$ now be the median coercive field, where $P$ vanishes on the major loop. The branch reached from positive saturation, $P_+(E)$, is nondecreasing, satisfies $P_+(-E_c)=0$, and cannot exceed $P_r$. At threshold its field $E_{up}$ solves

$$\varepsilon E_{up}+P_+(E_{up})=D_{th}.$$

The left side increases with field and equals $-\varepsilon E_c\le D_{th}$ at $-E_c$, so $E_{up}\ge-E_c$. Also, $P_+\le P_r$ gives $E_{up}\ge(D_{th}-P_r)/\varepsilon$. Thus

$$-E_{up}\le\min\left(E_c,\frac{P_r-D_{th}}{\varepsilon}\right).$$

The other branch is $P_-(E)=-P_+(-E)$, and the same argument bounds its field by $\min[E_c,(P_r+D_{th})/\varepsilon]$. Since $MW=t(E_{down}-E_{up})$, equation (4) is an upper bound for this class of symmetric loops after saturating writes, provided $|D_{th}|\le\varepsilon E_c$. Beyond that it is not a bound: for $D_{th}=1.4\,\varepsilon E_c$, $P_r=1.5$ µC/cm² and a 20% spread the window is 0.29 V, against 0.17 V from (4). Spread rounds the crossover from below.

For a normal distribution with a standard deviation of 20% of $E_c$, the sweep gives 1.086, 1.520 and 1.930 V at $P_r=1.5$, 2.656 and 20 µC/cm². Of these three windows, the middle one loses most relative to (4), about 19%. At 1.5 µC/cm² some weak grains lie below the 0.677 MV/cm that the frozen negative state would have to withstand. At large $P_r$ the window stays slightly below $2E_ct$ because each state keeps part of its polarization at threshold: fewer than half of its grains have reversed, so its field has not reached the median.

The definition of $E_c$ matters here. If $D_{th}=0$, the window is $2t$ times the field at which the total displacement $D$, not $P$, vanishes on the major loop. For a square loop with $P_r<\varepsilon E_c$ that field is $P_r/\varepsilon$. Inserting a coercive field read from a $D$–$E$ loop into the crossover criterion would then give a false answer.

## What the write must deliver

For the square loop, consider a positive write that stops while grains are still switching. The film field is then $E_c$. If the peak displacement is $D_m$,

$$P_w=D_m-\varepsilon E_c. \tag{5}$$

A negative write with peak $-D_m$ leaves $-P_w$. For $D_m\ge\varepsilon E_c$ and $P_w\le P_r$, the window follows from (4) with $P_w$ in place of $P_r$. Reaching the full $2E_ct$ requires $P_w\ge\varepsilon E_c+D_{th}$, or

$$D_m\ge2\varepsilon E_c+D_{th}. \tag{6}$$

The example has $2(2.656)+0.298=5.61$ µC/cm². In an interlayer of relative permittivity 3.9 this means 16.2 MV/cm. This is the need of the positive write; if the peaks may differ, the negative write needs only $2\varepsilon E_c-D_{th}=5.01$ µC/cm², or 14.5 MV/cm. Writing the whole 20 µC/cm² would require $D_m=22.66$ µC/cm² and 65.6 MV/cm.

Take 10 MV/cm as a rough breakdown field. Then $D_m=3.453$ µC/cm², $P_w=3.453-2.656=0.797$ µC/cm², and

$$MW=\frac{2(0.797)}{2.656}=0.600\ \text{V}.$$

The sweep gives 0.602 V. A film with large available $P_r$ can thus be polarization-limited because little of it is written.

At fixed $D_m$, raising $E_c$ does not always help. With $D_{th}$ neglected and ample $P_r$,

$$MW=2t\min\left(E_c,\frac{D_m}{\varepsilon}-E_c\right).$$

The first argument rises with $E_c$ and the second falls. The maximum is where they are equal, $E_c=D_m/(2\varepsilon)$, and its value is $tD_m/\varepsilon$. For the 10 MV/cm limit this is 1.30 V, at $E_c=0.65$ MV/cm. With $D_{th}=0.298$ µC/cm² included through (4), the peak becomes a plateau at $t(D_m-D_{th})/\varepsilon=1.19$ V for $E_c$ between 0.59 and 0.71 MV/cm. For $E_c>D_m/\varepsilon$ the two writes no longer produce different states and the window is zero. This design rule holds for a square loop without trapped charge. With a 20% spread, weak grains still switch: a median $E_c$ of 1.4 MV/cm, above $D_m/\varepsilon$, leaves a window of 0.3 to 0.7 V depending on the starting state.

For a square loop without trapped charge, the window is set by the written polarization or the coercive field, and the rough breakdown limit on the write lowers it from 2.0 V to 0.6 V in the example. What remains is the effect of trapped charge, of hold bias and of time, and the use of the result for hafnia films.

Numbers in the example were calculated in double precision.
